# Threshold Variance from Short-Range Correlated Dopants in a MOS Transistor

## A case that can be counted

Let a thin doped layer lie under a gate, so shallow that each dopant shifts the threshold voltage by the same amount $a$. If the dopants are independent, their number $n$ is Poisson distributed and the variance of the shift is $a^2\langle n\rangle$.

Now let a fraction $f$ of the dopants be bound in pairs of negligible size, with singles and pairs placed independently. There are on average $(1-f)\langle n\rangle$ singles, each shifting the threshold by $a$, and $f\langle n\rangle/2$ pairs, each shifting it by $2a$. The variances of independent Poisson counts add:

$$
a^2(1-f)\langle n\rangle+(2a)^2\frac{f\langle n\rangle}{2}=(1+f)\,a^2\langle n\rangle .
$$

The mean number of dopants is unchanged, but the variance has grown by $1+f$. This factor is the zero-wavevector structure factor of the paired dopants. The theorem below extends the result to any short-range correlation and to a depletion layer of finite depth.

## Setting and assumptions

Silicon fills $z>0$. The gate covers $0<x<L$, $0<y<B$, with area $A=LB$ and oxide capacitance $C$ per unit area. Ionized acceptors have mean density $N$.

**A1. Dopant statistics.** The dopants are the part in $z>0$ of an unbounded, statistically uniform and isotropic point process. The density of ordered pairs at separation $\mathbf r$ is $N^2[1+h(r)]$. Both $\int|h|\,d^3r$ and $\int r|h|\,d^3r$ are finite. The structure factor, without its forward delta function, is

$$
S(k)=1+N\int h(r)e^{-i\mathbf k\cdot\mathbf r}d^3r,\qquad S(0)=1+N\int h(r)\,d^3r .
$$

**A2. Threshold.** Threshold is the gate voltage at which the band bending at the surface, averaged over the gate area, reaches $2\phi_F$. The gate is an equipotential, and no electric flux crosses the side walls of the device.

**A3. Response.** The threshold is taken to first order in the density fluctuation. The theorem uses the depletion approximation: no mobile charge for $z<W$, neutrality beyond, with $W=\sqrt{2\varepsilon_s(2\phi_F)/(qN)}$ and $\varepsilon_s$ the permittivity of silicon.

## Lemma 1: a dopant acts through its depth

**Statement.** Under A2 and first-order response,

$$
\delta V_T=\frac{q}{CA}\Big[\sum_i w(z_i)-NA\int_0^\infty w\,dz\Big],\qquad w(z)=\frac{E(z)}{E(0)},
$$

where $E(z)$ is the field in the uniformly doped device at threshold. In the depletion approximation $w=1-z/W$ for $z<W$ and zero beyond.

**Proof.** Let $\psi$ be the band bending, zero in the bulk, and let $m(\psi)$ be the electron density minus the hole density. Acceptors are negative, so Poisson's equation reads

$$
\nabla^2\psi=\frac{q}{\varepsilon_s}\,[N_A(\mathbf r)+m(\psi)] .
$$

Put $N_A=N+\delta N$ and $\psi=\psi_0(z)+\delta\psi$, and keep first-order terms:

$$
\nabla^2\delta\psi-\kappa^2(z)\,\delta\psi=\frac{q}{\varepsilon_s}\delta N,\qquad \kappa^2=\frac{q}{\varepsilon_s}m'(\psi_0).
$$

Average over the gate area, marking averages by a bar. The lateral derivatives integrate to fluxes through the side walls, which vanish. Since $\kappa$ depends on $z$ alone,

$$
\overline{\delta\psi}''-\kappa^2\,\overline{\delta\psi}=\frac{q}{\varepsilon_s}\overline{\delta N}.
$$

Let $w$ solve $w''=\kappa^2w$ with $w(0)=1$ and $w\to0$ in the bulk. Multiply the averaged equation by $w$ and integrate. Because $w\,\overline{\delta\psi}''-w''\,\overline{\delta\psi}$ is the derivative of $w\,\overline{\delta\psi}'-w'\,\overline{\delta\psi}$,

$$
\big[w\,\overline{\delta\psi}'-w'\,\overline{\delta\psi}\big]_0^\infty=\frac{q}{\varepsilon_s}\int_0^\infty w\,\overline{\delta N}\,dz .
$$

The upper limit vanishes. At the lower limit the threshold criterion gives $\overline{\delta\psi}(0)=0$, so the left side is $-\overline{\delta\psi}'(0)$. This is the change $\delta E_s$ of the mean surface field, since $E=-\psi'$.

The area-averaged potential is linear across the charge-free oxide, so $V_G=V_{FB}+\psi_s+\varepsilon_sE_s/C$, with $V_{FB}$ the flat-band voltage. At fixed $\psi_s=2\phi_F$,

$$
\delta V_T=\frac{\varepsilon_s\,\delta E_s}{C}=\frac qC\int_0^\infty w\,\overline{\delta N}\,dz .
$$

For point dopants $\int w\,\overline{\delta N}\,dz=A^{-1}\sum_iw(z_i)-N\int w\,dz$, which is the stated sum.

To find $w$, differentiate the unperturbed equation $\psi_0''=(q/\varepsilon_s)[N+m(\psi_0)]$ once. This gives $(\psi_0')''=\kappa^2\psi_0'$, and $\psi_0'$ vanishes in the bulk. Hence $w=\psi_0'(z)/\psi_0'(0)=E(z)/E(0)$. In the depletion approximation $E=(qN/\varepsilon_s)(W-z)$, so $w=1-z/W$. $\square$

An added acceptor at the surface raises the threshold by the full $q/(CA)$. A deeper one also makes the depletion edge retreat, which removes part of the charge it added.

## Lemma 2: variance of a weighted sum

**Statement.** Let $g(\mathbf r)=w(z)$ under the gate and zero elsewhere, and let $K(\mathbf r)=\int g(\mathbf s)g(\mathbf s+\mathbf r)\,d^3s$. Then

$$
\operatorname{Var}\sum_i g(\mathbf r_i)=N K(0)+N^2\int h(r)K(\mathbf r)\,d^3r .
$$

**Proof.** The mean of the sum is $N\int g\,d^3s$. In the mean square, separate the terms with $i=j$ from those with $i\ne j$:

$$
\Big\langle\Big(\sum_i g(\mathbf r_i)\Big)^2\Big\rangle=N\int g^2\,d^3s+N^2\iint g(\mathbf s)g(\mathbf s')\,[1+h(|\mathbf s'-\mathbf s|)]\,d^3s\,d^3s' .
$$

The term with $1$ in the bracket is the squared mean and cancels on subtraction. Put $\mathbf s'=\mathbf s+\mathbf r$ in the rest. $\square$

## Theorem

**Statement.** Under A1 to A3, let $\sigma_P^2$ be the variance for independent dopants and $R=\operatorname{Var}V_T/\sigma_P^2$. Then

$$
\sigma_P^2=\frac{q^2NW}{3C^2A},\qquad
|R-S(0)|\le\frac N2\int r|h|\,d^3r\left(\frac1L+\frac1B+\frac3{2W}\right).
$$

If $\xi$ is the range of $h$, then $R\to S(0)$ as $\xi/W$, $\xi/L$ and $\xi/B$ go to zero with $N\int|h|\,d^3r$ bounded.

**Proof.** For independent dopants $h=0$, and

$$
K(0)=A\int_0^W\Big(1-\frac zW\Big)^2dz=\frac{AW}3 .
$$

Multiplying $NK(0)$ by $(q/CA)^2$ gives $\sigma_P^2$. With correlations, Lemma 2 gives

$$
R=1+N\int h(r)\,c(\mathbf r)\,d^3r,\qquad c(\mathbf r)=\frac{K(\mathbf r)}{K(0)} .
$$

The overlap $c$ factorizes. Two copies of the gate shifted by $x$ and $y$ share the fractions $1-|x|/L$ and $1-|y|/B$ of their sides. In depth, put $u=1-z/W$ and $a=|z_{\rm shift}|/W\le1$. The normalized overlap is

$$
3\int_a^1u(u-a)\,du=3\left[\frac{1-a^3}3-\frac{a(1-a^2)}2\right]=1-\frac{3a}2+\frac{a^3}2 .
$$

Writing $\mathbf r=(x,y,z)$ for the shift, inside the box

$$
c=\Big(1-\frac{|x|}L\Big)\Big(1-\frac{|y|}B\Big)\Big(1-\frac{3|z|}{2W}+\frac{|z|^3}{2W^3}\Big),
$$

and $c=0$ if any component exceeds its dimension. Write the three factors as $1-b_j$ with $0\le b_j\le1$. Expanding one factor at a time shows that $\prod(1-b_j)\ge1-\sum b_j$. Therefore

$$
0\le1-c\le\frac{|x|}L+\frac{|y|}B+\frac{3|z|}{2W},
$$

which also holds outside the box, where the right side is at least 1. Since $S(0)=1+N\int h$, we have $R-S(0)=-N\int h(1-c)\,d^3r$. Take absolute values and average over directions. For an isotropic $h$, $\langle|x|\rangle=r\int_0^1\mu\,d\mu=r/2$, and likewise for $y$ and $z$. This gives the bound. $\square$

**Corollary.** If $\int r^2|h|\,d^3r$ is also finite, the terms of $1-c$ linear in the shift give the first correction,

$$
R=S(0)-\frac N2\int r\,h(r)\,d^3r\left(\frac1L+\frac1B+\frac3{2W}\right)+O(\xi^2),
$$

because the terms left out of $c$ are bounded by a constant times $r^2$ over the square of the smallest dimension.

The correction is linear in $\xi$ because the weight jumps at the silicon surface and at the gate edges: a dopant there has part of its correlated neighbourhood outside the counted region. Clustering, with $\int rh>0$, therefore brings the ratio below $S(0)$. Repulsion, with $\int rh<0$, brings it above.

**Remark on wavevectors.** With $\hat g(\mathbf k)=\int g\,e^{-i\mathbf k\cdot\mathbf r}d^3r$, Lemma 2 is equivalent to

$$
\operatorname{Var}\sum_i g(\mathbf r_i)=N\int|\hat g(\mathbf k)|^2S(k)\frac{d^3k}{(2\pi)^3}.
$$

The device weighs density waves mainly at wavevector components up to about $2\pi$ over its dimensions, with a slowly decaying tail beyond. If $S(k)$ stays close to $S(0)$ over the range that carries most of the weight, $S(0)$ comes out of the integral to leading order, and Parseval's theorem gives $S(0)$ times the Poisson result.

## Where the limiting law fails

**Long correlations.** If the correlated partners lie farther away than the diagonal of the box $L\times B\times W$, $c=0$ at their separation in every direction and $R=1$. The variance then equals that of independent dopants, whatever the value of $S(0)$.

**Suppressed long-wave fluctuations.** If $S(0)=0$, the leading term is absent. Put $\ell=-(N/2)\int rh\,d^3r$. The corollary gives $R\simeq\ell\,(1/L+1/B+3/2W)$. The part from the silicon surface contributes to the variance of the weighted sum

$$
\frac{NAW}3\,\frac{3\ell}{2W}=\frac{NA\ell}2 .
$$

This is independent of $W$: the noise comes from the surface and no longer from the volume. It relies on A1, in which the surface cuts through an unbounded pattern; dopants whose arrangement is adapted to the surface can have a different surface term. More generally, $S(0)$ must be large compared with the correction for the limiting law to be useful.

## Two solvable processes

**Pairs.** Let a fraction $f$ of the dopants have one partner at distance $d$ in a random direction, and let the sites of singles and pairs be independent. The mean excess density of neighbours around a dopant is $Nh(r)=f\,\delta(r-d)/(4\pi d^2)$. Hence $S(0)=1+f$, and the first correction is $-(fd/2)(1/L+1/B+3/2W)$.

**Hard core.** Scatter candidates independently with density $\lambda$ and give each a random mark between 0 and 1. Delete a candidate if another one within distance $D$ has a lower mark. Let $v=4\pi D^3/3$. A candidate with mark $t$ survives if its ball holds no mark below $t$, which has probability $e^{-\lambda vt}$. The density of survivors is

$$
N=\lambda\int_0^1e^{-\lambda vt}dt=\frac{1-e^{-\lambda v}}v .
$$

No two survivors are closer than $D$, so $h=-1$ there. For $r>D$, let $U(r)$ be the volume of the union of the two balls,

$$
U=2v-\frac{\pi(4D+r)(2D-r)^2}{12}\quad(r<2D),\qquad U=2v\quad(r\ge2D).
$$

Let the marks be $s<t$. The union must hold no mark below $s$, and the ball of the second candidate none between $s$ and $t$. The expected number of forbidden candidates is $\lambda[sU+(t-s)v]=\lambda[s(U-v)+tv]$. Doubling for the other order of marks, the pair density is

$$
\begin{aligned}
N^2(1+h)&=2\lambda^2\int_0^1dt\,e^{-\lambda vt}\int_0^tds\,e^{-\lambda(U-v)s}\\
&=\frac{2\lambda}{U-v}\int_0^1\big(e^{-\lambda vt}-e^{-\lambda Ut}\big)dt\\
&=\frac2{U-v}\left[\frac{1-e^{-\lambda v}}v-\frac{1-e^{-\lambda U}}U\right].
\end{aligned}
$$

For $U=2v$ the last line is $(1-e^{-\lambda v})^2/v^2=N^2$, so $h=0$ beyond $2D$.

## Worked example

Take a gate of 50 nm by 50 nm, a 2 nm oxide, $N=3.0\times10^{18}$ cm$^{-3}$ and 300 K. With a rough intrinsic density of $10^{10}$ cm$^{-3}$, the band bending at threshold is 1.009 V and $W=20.86$ nm. One surface dopant shifts the threshold by $q/(CA)=3.712$ mV, and the depletion box holds $NAW=156.4$ dopants on average. For independent dopants

$$
\sigma_P=3.712\ \text{mV}\times\sqrt{156.4/3}=26.8\ \text{mV}=0.0268\ \text{V}.
$$

For pairs 1 nm apart with $f=0.4$, the limiting law gives $\sqrt{1.4}\times26.80=31.7$ mV. For a hard core of $D=3$ nm, $Nv=0.339$. The empty core alone would give $1-0.339=0.661$, but the positive $h$ between $D$ and $2D$ raises $S(0)$ to 0.683. The law then gives $\sqrt{0.6835}\times26.80=22.2$ mV.

These values can be compared with the finite-size integral for $R$ and with 9600 simulated devices per process, whose variances carry a standard error of 1.4 %:

| Process | $S(0)$ | $R$, integral | $R$, simulated |
|---|---|---|---|
| Independent | 1.000 | 1.000 | 1.003 |
| Pairs, 1 nm | 1.400 | 1.378 | 1.353 |
| Hard core, 3 nm | 0.683 | 0.720 | 0.722 |
| Pairs, 30 nm | 1.400 | 1.038 | 1.030 |

The first corrections are $-0.022$ for the close pairs and $+0.038$ for the hard core. Added to $S(0)$ they give 1.378 and 0.721, close to the integrals. For the hard core the limiting law underestimates the finite-size variance by 5 %. If all device dimensions grow by 4 and then 16 with the dopant statistics fixed, the ratio falls from 0.720 to 0.693 and 0.686, so its distance from $S(0)$ shrinks in inverse proportion to size. This is a mathematical scaling: in a real device at fixed doping, $W$ is set by the band bending and does not grow with the gate. Enlarging the gate alone leaves the depth term of the correction, and the ratio tends to 0.708 instead of 0.683.

Pairs 30 nm apart have the same $S(0)$ as close pairs, yet raise the variance by only 4 %. Their separation exceeds $W$, and most partners lie outside the region that counts.

The linear response was tested in the same devices. In each one a depletion edge, kept flat across the gate, was moved until $\sum z_i$ over the depleted dopants reached $NAW^2/2$, which fixes the mean band bending. The depleted charge then gave the threshold without linearization in depth. A depletion edge that bends around individual dopants was not simulated. The variance ratios were 1.001, 1.350, 0.721 and 1.029 in the order of the table, within 0.3 % of the linear sums.

The weight was tested too. Solving the nonlinear Poisson equation with mobile carriers and an added charge sheet gave 0.737, 0.487 and 0.056 at depths $W/4$, $W/2$ and $W$, in agreement with $E(z)/E(0)$. The depletion approximation gives 0.75, 0.50 and 0. In a two-dimensional solution without mobile carriers, a charge near a side wall at depth $W/4$ had the weight 0.7500, as the lateral averaging requires.

## The model beside a real transistor

The dimensions and doping lie roughly in the range of planar bulk transistors of the 65 to 45 nm generations. The pair fraction and the hard core are chosen to exhibit the theorem; they do not describe a measured implant. Real channels also have non-uniform doping, which changes both $w$ and the local statistics.

Several omissions can be sized for this device, each taken alone:

- **Mobile carriers.** Replacing the sharp depletion edge by the carrier-screened profile multiplies $\sigma_P$ by 0.983. The bulk hole density is 0.16 of the valence-band effective density, so Boltzmann statistics are a fair approximation in that profile. The bulk acceptors are taken as fully ionized; incomplete ionization, estimated with an isolated acceptor level 45 meV above the valence band, would lower $\sigma_P$ by about 1 % through the band bending. That estimate leaves under half of the bulk acceptors ionized and is only rough at this doping. Narrowing of the gap by heavy doping is also neglected; each 30 meV removed from the band bending lowers $\sigma_P$ by about 0.75 %.
- **Quantized inversion layer.** In a triangular well the lowest level has energy $E_0\propto E_s^{2/3}$ above the surface band edge and mean depth $z_c=2E_0/(3qE_s)$, here 1.18 nm. Hence $dE_0/dE_s=qz_c$, and keeping the level fixed requires an extra surface potential $z_c\,\delta E_s$. If $\delta E_s$ keeps its value from Lemma 1, this multiplies $\sigma_P$ by $1+z_cC/\varepsilon_s$, about 1.20. The extra potential also widens the depletion layer: with $\overline{\delta\psi}(0)=z_c\,\delta E_s$ in the identity of Lemma 1, $\delta E_s$ grows by a further factor $1/(1-z_c/W)$, roughly 6 %, which the 1.20 leaves out. The level energy also raises the mean band bending at threshold: by about 0.18 V if the lowest level is placed at the energy of the classical surface band edge, and by about 0.13 V if threshold is instead defined by the same inversion sheet charge as in the classical device, summed over subbands and valleys. This widens $W$ and adds 3 to 4 %, so the whole effect is a factor of about 1.3 under either criterion.
- **Source and drain.** If they control 45-degree corners, the gate-controlled length at depth $z$ is $L-2z$. The lost fraction of the variance is $W/(2L)=0.21$, so $\sigma_P$ falls by about 11 %. This estimate keeps the area-average criterion. A threshold set by the potential near the middle of the channel samples fewer dopants and can fluctuate more.
- **Temperature.** At 373 K, $\sigma_P$ is 26.5 mV if the gap is held at 1.12 eV. The narrowing of the gap with temperature lowers this to about 26.3 mV.

The fields at threshold are 0.97 MV/cm in silicon and 2.9 MV/cm in the oxide, the latter well below a rough breakdown field of 10 MV/cm. The silicon field is comparable with breakdown fields of heavily doped junctions, but the band bending of 1.01 V is below the gap of about 1.12 eV, so at zero drain bias and the mean band bending no interband tunnelling path crosses the depletion layer. The quantized level raises the band bending to between about 1.14 and 1.19 V, depending on the threshold criterion, which is above the gap, but the lowest electron level then lies 0.17 to 0.18 eV above the surface band edge, so the margin to the bulk valence band is not reduced: it stays at 0.11 eV for the fixed-level criterion and is about 0.16 eV for equal sheet charge. The margin of 0.11 eV is only about twice the rms lateral variation estimated below, so this need not hold at every point under the gate. Gate tunnelling adds a leakage current that this electrostatic threshold does not describe.

The most serious limitation is the area-average criterion. For independent dopants, and without mobile carriers, the surface potential varies across the gate by an estimated 53 mV rms, twice the thermal voltage of 26 mV. Linear screening by the carriers present at threshold lowers this by roughly a tenth. Subthreshold current depends exponentially on the local potential, so it can favour low-barrier paths, and a threshold defined by current need not equal the one used here. The size of that difference is not determined by this calculation. The lateral variation also involves $S(k)$ at wavevectors beyond the inverse gate length, so $S(0)$ alone does not fix it.

The numerical output below lists the device parameters and the main computed values.

## Table of computed values

```
gate length, breadth, oxide: 50, 50, 2 nm
dopant density: 3.0e+18 cm^-3; temperature 300 K
relative permittivities Si, oxide: 11.7, 3.9
rough intrinsic density: 1.0e+10 cm^-3
thermal voltage: 25.85 mV
surface band bending at threshold: 1.0092 V
depletion width W: 20.86 nm
oxide capacitance: 1.727 uF/cm^2
mean number of dopants in depletion box: 156.4
threshold shift of one surface dopant: 3.712 mV
Poisson sigma(V_T): 26.80 mV = 0.02680 V
weight at 0.25 W: nonlinear 0.7369, field ratio 0.7369, depletion 0.75
weight at 0.5 W: nonlinear 0.4869, field ratio 0.4869, depletion 0.50
weight at 1.0 W: nonlinear 0.0560, field ratio 0.0560, depletion 0.00
2D solution, off-centre charge at W/4, weight: 0.7500
pair fraction f: 0.4; hard-core candidates: 3.664e+18 cm^-3
hard core: N times ball volume 0.3393
simulated devices per model: 9600; variance error 1.4 %
Poisson: variance/Poisson: S(0) 1.0000, finite size 1.0000,
   simulated linear 1.003, simulated moving edge 1.001
   sigma(V_T): S(0) law 26.80, finite 26.80, simulated 26.84 mV
pairs 1 nm: variance/Poisson: S(0) 1.4000, finite size 1.3779,
   simulated linear 1.353, simulated moving edge 1.350
   sigma(V_T): S(0) law 31.71, finite 31.46, simulated 31.18 mV
pairs 30 nm: variance/Poisson: S(0) 1.4000, finite size 1.0382,
   simulated linear 1.030, simulated moving edge 1.029
   sigma(V_T): S(0) law 31.71, finite 27.31, simulated 27.20 mV
hard core 3 nm: variance/Poisson: S(0) 0.6835, finite size 0.7201,
   simulated linear 0.722, simulated moving edge 0.721
   sigma(V_T): S(0) law 22.16, finite 22.74, simulated 22.77 mV
first correction to ratio, pairs 1 nm: -0.0224
first correction to ratio, hard core 3 nm: +0.0377
hard-core ratio, device enlarged 1, 4, 16 times: 0.7201, 0.6928, 0.6858
sigma factor, mobile carriers instead of sharp edge: 0.9827
inversion centroid (lowest level, mass 0.916): 1.18 nm
sigma factor from that centroid: 1.196
variance lost to 45-degree source/drain corners: 20.9 %
rms lateral surface-potential roughness (Poisson): 52.7 mV
Poisson sigma(V_T) at 373 K: 26.48 mV
hole density / valence-band density (rough mass 0.81): 0.164
field at threshold: silicon 0.97, oxide 2.90 MV/cm
```
